\section*{The Thompson energy distribution of sputtered atoms from a planar barrier}

\section{What the source distribution must get right}

A deposition or transport calculation that launches sputtered atoms with the wrong energies carries the error into the collisions that follow. Unless the gas slows the atoms to thermal energies first, the error also reaches the energy delivered to the film. A tempting shortcut takes the energy spectrum of the moving atoms inside the target and subtracts the surface barrier $U$ from each energy. For an inverse-square spectrum this puts the most probable emitted energy at zero and one third of the atoms below $U/2$. A planar barrier gives a maximum at $U/2$ and one ninth of the atoms below it. The difference comes from the directions in which an atom can escape.

A second error arises when a density is used as a flux. The two differ by a factor of speed, which moves the maximum. In this appendix, \emph{flux} inside the solid means speed times number density per unit energy, summed over directions. \emph{Current} means the number crossing a unit area of a plane, and so contains the cosine of the angle to the normal. The emitted distribution is a current per unit energy.

Primes mark quantities inside the solid: $E'$ is the kinetic energy and $\theta'$ the angle from the outward normal. Outside they are $E$ and $\theta$. The result for an unlimited cascade is
\begin{equation}
f(E)=\frac{2UE}{(E+U)^3},\qquad E_{\rm peak}=\frac U2 ,
\label{eq:result}
\end{equation}
with a cosine angular distribution at every energy. It assumes an isotropic internal flux proportional to $1/E'^2$ that keeps its bulk form up to the surface.

\section{A cascade with an inverse-square flux}

The inverse-square law can be derived in a simple model. Let all atoms be hard spheres of equal mass, let each moving atom strike atoms at rest, and neglect energy loss to electrons and to bulk binding. If $\Theta$ is the scattering angle in the centre-of-mass frame, the energy transferred by an atom of energy $E'$ is
\begin{equation}
T=E'\sin^2\frac{\Theta}{2}=\frac{E'}{2}(1-\cos\Theta).
\end{equation}
Hard spheres scatter isotropically in that frame, so $\cos\Theta$ is uniform between $-1$ and $1$, and $T$ is uniform between $0$ and $E'$. The struck atom leaves with $T$ and the striking atom with $E'-T$. Each of these energies has probability density $1/E'$, so one collision yields on average $2\,dE/E'$ atoms in an interval $dE$ below $E'$.

Start a cascade with one atom of energy $E_0$. Let $F(E)\,dE$ be the mean number of atoms that leave collisions with energy in $dE$; the primary before its first collision is not counted. An atom is counted afresh after each collision. The first collision contributes $2/E_0$. Every atom counted at $E'$ collides once more and contributes $2/E'$ at each lower energy, so
\begin{equation}
F(E)=\frac{2}{E_0}+2\int_E^{E_0}\frac{F(E')}{E'}\,dE'.
\end{equation}
The variable $E$ is the lower limit of the integral, so differentiation gives a minus sign:
\begin{equation}
\frac{dF}{dE}=-\frac{2F}{E}
\quad\Longrightarrow\quad F=\frac{C}{E^2}.
\end{equation}
At $E=E_0$ the integral vanishes and $F(E_0)=2/E_0$. Hence $C=2E_0$ and
\begin{equation}
F(E)=\frac{2E_0}{E^2},\qquad E<E_0 .
\label{eq:F}
\end{equation}

The mean free path $\lambda$ of hard spheres among atoms at rest does not depend on energy. Each atom counted in $F$ therefore travels a mean distance $\lambda$ before its next collision. Flux integrated over time is track length per unit volume. With $N$ cascades per unit volume it is
\begin{equation}
\Phi(E')=N\lambda F(E')=\frac{2N\lambda E_0}{E'^2}.
\label{eq:flux}
\end{equation}
For steady bombardment, $N$ becomes the number of cascades per unit volume and time, and $\Phi$ becomes an ordinary flux. The energy dependence is the same.

The speed is proportional to $\sqrt{E'}$, so the number density per unit energy is proportional to $\Phi/\sqrt{E'}\propto E'^{-5/2}$. The inverse-square spectrum is thus that of the flux. Other interaction laws or energy losses can change the exponent, a case treated below.

\section{From flux to current at the surface}

Assume that the atoms leave collisions isotropically and that their starting points fill the solid uniformly up to the surface. Consider an atom starting at depth $z$ in an outward direction $\theta'$. It reaches the surface if its free path exceeds $z/\cos\theta'$, which has probability $\exp[-z/(\lambda\cos\theta')]$. Integration over depth gives
\begin{equation}
\int_0^\infty e^{-z/(\lambda\cos\theta')}\,dz=\lambda\cos\theta'.
\end{equation}
The starts per unit volume, energy and solid angle number $NF(E')/(4\pi)$. The current arriving at the inner face of the barrier is therefore
\begin{equation}
J'(E',\theta')=\frac{NF(E')}{4\pi}\,\lambda\cos\theta'
=\frac{\Phi(E')}{4\pi}\cos\theta'.
\label{eq:incident}
\end{equation}
The cosine appears because atoms moving steeply towards the surface can reach it from a greater depth. An implementation that samples starting points in depth already contains this factor and must not apply it again. One that starts atoms on the surface plane must include it.

\section{Refraction by the planar barrier}

The barrier force acts along the normal. It leaves the parallel momentum unchanged and removes energy $U$ from the normal motion:
\begin{align}
E\sin^2\theta&=E'\sin^2\theta',\label{eq:parallel}\\
E\cos^2\theta&=E'\cos^2\theta'-U.\label{eq:normal}
\end{align}
Their sum is $E=E'-U$. Since the left side of (\ref{eq:normal}) cannot be negative, escape requires
\begin{equation}
\cos^2\theta'>\frac{U}{E'} .
\label{eq:cone}
\end{equation}
An atom with $E'$ just above $U$ escapes only if it moves nearly along the normal. A fast atom escapes from almost any outward direction.

The current outside follows from conservation of particles,
\begin{equation}
J(E,\theta)\,dE\,d\Omega=J'(E',\theta')\,dE'\,d\Omega'.
\label{eq:conserve}
\end{equation}
Because $U$ is constant, $dE'=dE$. For the solid angles, write (\ref{eq:parallel}) as $\sin^2\theta'=(E/E')\sin^2\theta$ and differentiate at fixed energy:
\begin{equation}
2\sin\theta'\cos\theta'\,d\theta'
=\frac{E}{E'}\,2\sin\theta\cos\theta\,d\theta .
\end{equation}
The azimuth is unchanged. Dividing by two and multiplying by its differential gives
\begin{equation}
\cos\theta'\,d\Omega'=\frac{E}{E'}\cos\theta\,d\Omega .
\label{eq:jac}
\end{equation}
Insert (\ref{eq:incident}) and (\ref{eq:jac}) into (\ref{eq:conserve}), then use (\ref{eq:flux}) and $E'=E+U$:
\begin{align}
J(E,\theta)&=\frac{\Phi(E')}{4\pi}\,\frac{E}{E'}\cos\theta
=\frac{2N\lambda E_0}{4\pi E'^2}\,\frac{E}{E'}\cos\theta\nonumber\\
&=\frac{N\lambda E_0}{2\pi}\,\frac{E\cos\theta}{(E+U)^3}.
\label{eq:J}
\end{align}
Two of the three powers in the denominator come from the cascade. The third, with the factor $E$ in the numerator, comes from refraction.

Integration over the inside directions gives an independent check. With $\mu=\cos\theta'$, the incident current has the normalized weight $2\mu\,d\mu$ on $0<\mu<1$. By (\ref{eq:cone}), the escaping fraction is
\begin{equation}
\int_{\sqrt{U/E'}}^{1}2\mu\,d\mu=1-\frac{U}{E'}=\frac{E}{E+U}.
\label{eq:fraction}
\end{equation}
Multiplied by the spectrum $1/(E+U)^2$, this reproduces the energy dependence of (\ref{eq:J}).

\section{Normalization, peak and width}

To normalize $E/(E+U)^3$, consider
\begin{equation}
\frac{d}{dE}\left(\frac{E}{E+U}\right)^2
=2\,\frac{E}{E+U}\,\frac{U}{(E+U)^2}
=\frac{2UE}{(E+U)^3}.
\end{equation}
The function being differentiated rises from $0$ at $E=0$ to $1$ at infinity. The right side is therefore the normalized $f(E)$ of (\ref{eq:result}), and its cumulative distribution is
\begin{equation}
P(E)=\left(\frac{E}{E+U}\right)^2 .
\label{eq:P}
\end{equation}

The maximum follows from the logarithmic derivative:
\begin{equation}
\frac{d\ln f}{dE}=\frac1E-\frac{3}{E+U}
=\frac{U-2E}{E(E+U)} .
\end{equation}
It is positive below $E=U/2$ and negative above, so this is the only maximum. There $E+U=3U/2$, and
\begin{equation}
f(U/2)=\frac{2U(U/2)}{(3U/2)^3}=\frac{8}{27U},
\qquad P(U/2)=\left(\frac13\right)^2=\frac19 .
\end{equation}
For $E\ll U$, $f\simeq2E/U^2$: the fraction of the current inside the escape cone falls linearly with the outside energy, while the half-angle of the cone falls as $\sqrt{E/U}$. For $E\gg U$, $f\simeq2U/E^2$: the barrier hardly matters and the cascade spectrum reappears.

With $y=E/U$, half the peak height is reached when $2y/(1+y)^3=4/27$, or
\begin{equation}
(1+y)^3-\frac{27}{2}y=(y-2)\left(y^2+5y-\frac12\right)=0 .
\end{equation}
The positive roots are $y=(\sqrt{27}-5)/2$ and $y=2$. The upper half-height energy is thus $2U$. The median follows from $E/(E+U)=1/\sqrt2$, which gives $E=U/(\sqrt2-1)=(1+\sqrt2)U$. It lies well above the peak because of the long tail.

\section{What moves the peak}

\subsection{The escape cone}

Suppose that every outward-moving atom with $E'>U$ escaped. The factor (\ref{eq:fraction}) would be replaced by one, and the normalized law would be $U/(E+U)^2$. This decreases from $E=0$, and its cumulative distribution is $E/(E+U)$, equal to $1/3$ at $U/2$. This is the shortcut described at the start. For the inverse-square flux, the maximum at nonzero energy is therefore due to the closing cone.

\subsection{The cascade exponent}

For an isotropic flux $\Phi\propto E'^{-n}$ with $n>0$, the same refraction gives a current proportional to $E/(E+U)^{n+1}$. Its peak satisfies
\begin{equation}
\frac1E=\frac{n+1}{E+U}
\quad\Longrightarrow\quad E_{\rm peak}=\frac{U}{n}.
\end{equation}
If the inverse-square law is assigned to the density instead, multiplication by speed gives $n=3/2$ and a peak at $2U/3$. A program that accepts a cascade spectrum as input should state which of the two it expects.

\subsection{The recorded variable}

Since $dE/dv=mv\propto\sqrt E$, the flux per unit speed $v$ is proportional to $E^{3/2}/(E+U)^3$. Its maximum obeys $3/(2E)=3/(E+U)$, so it lies at the speed for which $E=U$.

The density just outside the surface is obtained by dividing the current by the normal speed $v\cos\theta$. The angular factor in (\ref{eq:J}) is separate from the energy factor, so the density per unit energy is proportional to $E^{1/2}/(E+U)^3$. Its maximum obeys $1/(2E)=3/(E+U)$ and lies at $U/5$. The rule $U=2E_{\rm peak}$ thus applies to flux per unit energy. Applied to a density spectrum, it would return $2U/5$ in place of $U$.

\section{Finite cascade energy and absolute current}

When all cascades start at the same energy, the internal spectrum ends at $E_0$, so the outside spectrum ends at $E_m=E_0-U$. Below that limit the shape is unchanged, and the peak stays at $U/2$ provided $E_0>3U/2$. The cumulative distribution becomes $P(E)/P(E_m)$, where $P(E_m)=(1-U/E_0)^2$.

The mean energy needs this cutoff, because $Ef(E)\simeq2U/E$ at high energy and its integral grows logarithmically. With $w=E+U$,
\begin{align}
\int_0^{E_m}Ef\,dE
&=2U\int_U^{E_0}\frac{(w-U)^2}{w^3}\,dw\nonumber\\
&=2U\left[\ln w+\frac{2U}{w}-\frac{U^2}{2w^2}\right]_U^{E_0}.
\end{align}
The lower limit contributes $2-\frac12=\frac32$ besides its logarithm. With $r=E_0/U$, division by $P(E_m)$ gives
\begin{equation}
\langle E\rangle=\frac{2U}{(1-1/r)^2}
\left[\ln r+\frac2r-\frac1{2r^2}-\frac32\right].
\label{eq:mean}
\end{equation}
For $r\gg1$ this approaches $2U(\ln r-3/2)$. A tenfold increase of $E_0$ then adds about $2U\ln10$ to the mean and leaves the peak in place. A quoted mean energy therefore needs its cutoff stated. It also needs the distribution of starting energies. Ion bombardment starts cascades with a spread of recoil energies $T$, of probability density $p(T)$ up to $E_0$, and (\ref{eq:F}) becomes $F(E)=(2/E^2)\int_E^{E_0}T\,p(T)\,dT$. The integral does not increase with $E$, so the tail is weaker, the mean lies below (\ref{eq:mean}), and the peak lies at or below $U/2$.

The absolute number escaping per unit area, not counting primaries that leave before their first collision, follows from (\ref{eq:J}). The hemisphere integral of $\cos\theta$ is $\pi$, so
\begin{align}
Y&=\frac{N\lambda E_0}{2}\int_0^{E_m}\frac{E\,dE}{(E+U)^3}
=\frac{N\lambda E_0}{2}\,\frac{P(E_m)}{2U}\nonumber\\
&=\frac{N\lambda E_0}{4U}\left(1-\frac{U}{E_0}\right)^2 .
\label{eq:yield}
\end{align}
For $E_0\gg U$ it is proportional to $E_0/U$ at fixed $N$ and $\lambda$. Because the flux was given its bulk form, $Y$ counts outward crossings of a plane in an unbounded medium, including later crossings by atoms that had already crossed and by their descendants. In a solid that ends at the barrier an escaped atom contributes nothing further, so if the barrier reflects the other atoms like a mirror, (\ref{eq:yield}) is an upper bound.

The mean (\ref{eq:mean}) also leaves out the primaries that escape before their first collision. If they start isotropically and uniformly in depth, (\ref{eq:incident}) with one atom at $E_0$ in place of $F$, together with (\ref{eq:fraction}), gives their number per unit area as $(N\lambda/4)(1-U/E_0)$. This is $U/(E_0-U)$ times $Y$. They are few when $E_0\gg U$, but each carries $E_0-U$, so including them changes the mean to $(\langle E\rangle+U)(1-U/E_0)$, an increase of nearly $U$.

\section{Sampling the distribution}

Let $u_1$, $u_2$ and $u_3$ be independent random numbers, uniform between 0 and 1. Setting $P(E)/P(E_m)=u_1$ and taking the positive square root gives
\begin{equation}
q=\sqrt{u_1}\left(1-\frac{U}{E_0}\right)=\frac{E}{E+U},
\qquad E=\frac{Uq}{1-q}.
\end{equation}
At $u_1=1$ this returns $E=E_0-U$, as it must. For atoms launched from the surface plane, the probability in angle is $2\cos\theta\sin\theta\,d\theta=d(\sin^2\theta)$. Hence $\sin^2\theta$ is uniform, and so is $\cos^2\theta$. Take $\cos\theta=\sqrt{u_2}$ and azimuth $2\pi u_3$. The barrier has already acted and must not be subtracted again.

For a histogram, the expected fraction in a bin is the difference of $P(E)/P(E_m)$ between its edges. This avoids the error of evaluating $f$ at the centre of a wide bin.

\section{Worked example}

Take the round model parameters $U=4$~eV and $E_0=400$~eV. The peak lies at $4/2=2$~eV, with height $8/(27\times4)=0.0741$ per eV. The half-height energies are 0.392 and 8.000~eV, so the full width is 7.608~eV. Without a cutoff the median is 9.657~eV.

An atom emitted at the peak energy had $E'=2+4=6$~eV inside. If it leaves at $45^\circ$, then $\sin^2\theta'=(2/6)(1/2)=1/6$ and $\theta'=24.09^\circ$. Its normal energy falls from $6(5/6)=5$~eV to 1~eV, which agrees with $2\cos^2 45^\circ=1$~eV. The escape cone at this energy has a half-angle of $35.26^\circ$, and a fraction $2/6$ of the incident current lies within it.

With $r=100$, (\ref{eq:mean}) gives a mean of 25.51~eV, more than twelve times the peak energy. Raising $E_0$ to 4000 and 40000~eV gives 43.36 and 61.70~eV. The increments, 17.9 and 18.3~eV, approach $2U\ln10=18.4$~eV.

A Monte Carlo calculation followed 20000 hard-sphere cascades, sharing the energy uniformly at each collision. Atoms below $U$ were dropped, since they can neither escape nor produce atoms above $U$. The rest were given uniform starting depths down to eight free paths, isotropic directions and exponential path lengths. An atom whose path reached the surface escaped if its normal energy exceeded $U$. The counts inside the solid agree with (\ref{eq:F}): between 4 and 8~eV, 99.99 atoms per cascade were found against $800(1/4-1/8)=100$.

One cascade in a depth of $8\lambda$ corresponds to $N\lambda=1/8$ per unit area. Equation (\ref{eq:yield}) then predicts $400(0.99)^2/(4\times4\times8)=3.063$ escaping atoms per cascade; the count was 3.052. Below 2~eV lay a fraction 0.1161 of the escaping atoms, against $0.1111/0.9801=0.1134$. For 61035 atoms treated as independent, one standard error is about 0.0013, so the difference is about two standard errors. The sampled mean energy was $25.25\pm0.19$~eV. The mean of $\cos^2\theta$ stayed within 0.004 of $1/2$ in each of three energy bands, as the cosine law requires. The remaining comparisons are in the numerical output.

\section{Where the model fails}

The Monte Carlo calculation shares the assumptions of uniform starting points and isotropic directions, so it does not test them. In a real target the solid ends at the surface, and collisions that would have occurred beyond it are missing. The cascade near the surface can then differ from that in the bulk.

The assumed isotropy also needs many collisions between the primary impact and emission. At low ion energy, or at grazing incidence, an atom may leave after a few collisions and remember the ion's direction. Neither isotropy nor the inverse-square law is then assured. If moving atoms often strike other moving atoms, the linear cascade equation no longer applies. Bulk binding and electronic losses can alter the spectrum, and a rough surface has no single normal.

The parameter $U$ is the height of a model barrier. Fitting it to data transfers any error in the assumed cascade exponent to the barrier: a peak at $E_{\rm peak}$ gives $U=nE_{\rm peak}$, which is $2E_{\rm peak}$ for the inverse-square flux. Finally, (\ref{eq:J}) describes atoms at the target surface. Collisions in the process gas change their energies and directions on the way to a substrate, and belong to the transport calculation that starts from this source.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Barrier U = 4.0 eV; cascade start E0 = 400.0 eV
Peak energy, from angular integration = 2.0000 eV
Peak height = 0.07407 per eV
Half-height energies = 0.392 and 8.000 eV
Full width at half height = 7.608 eV
Median energy, no cutoff = 9.657 eV
Fraction below peak, no cutoff = 0.1111
Peak if inside density is 1/E'^2 = 2.6667 eV
Energy at peak of flux per unit speed = 4.0000 eV
Peak of outside density per energy = 0.8000 eV
No escape cone: flux at U/2 over flux at 0 = 0.4444
Trajectory: E' = 6.00 eV, E = 2.00 eV
Outside angle = 45.00 deg
Inside angle = 24.09 deg
Escape-cone half-angle at this E' = 35.26 deg
cos(in) dOmega(in) / cos(out) dOmega(out) = 0.3333
Monte Carlo cascades = 20000; depth = 8 free paths
Atoms set moving per cascade, by inside energy:
  4-8 eV: counted 99.993, formula 100.000
  8-20 eV: counted 60.064, formula 60.000
  20-60 eV: counted 26.658, formula 26.667
  60-150 eV: counted 7.993, formula 8.000
  150-400 eV: counted 3.344, formula 3.333
Escaping atoms in the Monte Carlo run = 61035
Escaping per cascade: counted 3.052, formula 3.063
Fraction of escaping atoms below energy E, with cutoff:
  E = 1 eV: counted 0.0424, formula 0.0408
  E = 2 eV: counted 0.1161, formula 0.1134
  E = 4 eV: counted 0.2555, formula 0.2551
  E = 10 eV: counted 0.5229, formula 0.5206
  E = 40 eV: counted 0.8456, formula 0.8432
  E = 100 eV: counted 0.9439, formula 0.9433
Mean cos^2 of outside angle (cosine law gives 1/2):
  0-4 eV: 0.4993
  4-20 eV: 0.4969
  20-396 eV: 0.4999
Mean outside energy for E0 = 400 eV: 25.509 eV
Mean outside energy for E0 = 4000 eV: 43.365 eV
Mean outside energy for E0 = 40000 eV: 61.697 eV
Monte Carlo mean for E0 = 400 eV: 25.25 eV
Standard error of that mean = 0.19 eV
\end{verbatim}
